# How replacing oxide by low-k dielectric scales interconnect line heating

## Result

A metal line carries a steady current and loses its heat through the surrounding dielectric to a cold substrate. If all of that dielectric is changed from oxide, $k_1=1.4$ W/(m K), to a low-k material, $k_2=0.3$ W/(m K), and the dielectric supplies nearly all the thermal resistance, the temperature rise of the line grows by the factor

$$
\frac{\Delta T_2}{\Delta T_1}\approx r=\frac{k_1}{k_2}=\frac{1.4}{0.3}=\frac{14}{3}\approx 4.7 .
$$

The geometry and the heat produced per length are held fixed. If the temperature rise is held fixed instead, the permitted current density falls by the factor $\sqrt{k_2/k_1}\approx0.46$.

Here "heating" means the temperature rise above the substrate. The Joule power itself does not depend on the dielectric, except through the temperature dependence of the metal's resistivity, which is treated below.

## Back-of-envelope argument

Let the line have cross-section $A$, resistivity $\rho_0$ and mean current density $J$. The current is $JA$ and the electrical resistance per length is $\rho_0/A$, so the heat per length is

$$
P'=(JA)^2\,\frac{\rho_0}{A}=\rho_0J^2A .
$$

This heat must cross the dielectric. The temperature difference needed to drive a given heat flow through a given shape is inversely proportional to the conductivity:

$$
\Delta T=P'R',\qquad R'=\frac{1}{kS}.
$$

$R'$ is the thermal resistance times length, in m K/W, and $S$ is a pure number set by the shape of the cross-section. Changing $k$ at fixed $P'$ and $S$ gives the factor $k_1/k_2$. The shape, which is the hard part of an absolute estimate, cancels.

For an absolute number, take a line of width $w=200$ nm and height $h=200$ nm, with $b=600$ nm of dielectric beneath it. If the heat went straight down in a column as wide as the line, oxide would give

$$
R'_{\rm col}=\frac{b}{k_1w}=\frac{600}{1.4\times200}\approx2.1\ \text{m K/W}.
$$

Real heat spreads sideways, so this is too large. The ratio does not suffer from this crudeness, provided that the dielectric really dominates and that all of it is replaced. The derivation makes both provisos quantitative.

## Controlled derivation

### The heat problem

Consider the cross-section of a long line, so that heat flow along the line can be ignored. Let $T$ be the temperature above that of the substrate, $\mathbf j$ the heat flux and $q$ the heat produced per volume. Steady Fourier conduction requires

$$
\mathbf j=-k\nabla T,\qquad \nabla\cdot\mathbf j=q .
$$

The substrate is an ideal sink, $T=0$. No heat leaves through the other outer boundaries, so $\mathbf j\cdot\mathbf n=0$ there. At internal interfaces $T$ and the normal component of $\mathbf j$ are continuous. The source is uniform in the metal, $q=P'/A$, and $\Delta T$ denotes the mean of $T$ over the line.

### The limit of an isothermal line

Suppose first that the metal conducts so well that its temperature is uniform. In a uniform dielectric there is no source, so

$$
\nabla^2T=0,\qquad -k\oint\frac{\partial T}{\partial n}\,ds=P',
$$

where the integral runs around the line with $\mathbf n$ pointing into the dielectric. Substitute $T=(P'/k)\,u$. Both $P'$ and $k$ drop out:

$$
\nabla^2u=0,\qquad -\oint\frac{\partial u}{\partial n}\,ds=1,
$$

with $u=0$ at the sink, $u$ constant on the line and no normal derivative on insulated boundaries. The constant value $u_{\rm line}$ therefore depends on geometry alone, and

$$
\Delta T=\frac{P'u_{\rm line}}{k}=\frac{P'}{kS},\qquad S=\frac1{u_{\rm line}} .
$$

In two dimensions $S$ is also unchanged when all lengths are scaled together, because the derivative scales as one over length and $ds$ as length. In this limit the ratio is $k_1/k_2$ without further approximation. The same substitution works with several isothermal lines of prescribed heats, so heated neighbours do not alter the factor if their heats are also fixed.

### What "dominates" means

Real structures contain resistances that are not replaced: the metal's interior, liners, other layers, the substrate. To measure their influence, multiply $\nabla\cdot\mathbf j=q$ by $T$ and integrate over the cross-section. The right side is $P'\Delta T$, because $q$ is uniform in the line. On the left, integration by parts gives

$$
\int T\,\nabla\cdot\mathbf j\,dA=\oint T\,\mathbf j\cdot\mathbf n\,ds-\int\mathbf j\cdot\nabla T\,dA .
$$

The boundary term vanishes, since either $T=0$ or $\mathbf j\cdot\mathbf n=0$. With $\nabla T=-\mathbf j/k$,

$$
P'\Delta T=\int\frac{|\mathbf j|^2}{k}\,dA,
\qquad
R'=\frac{1}{P'^2}\int\frac{|\mathbf j|^2}{k}\,dA .
$$

Each region thus contributes a definite share of $R'$. The shares can change when a material is replaced, because the flux rearranges itself. A minimum principle controls this effect.

Let $\mathbf j+\mathbf g$ be any other flux that carries the same sources to the sink. Then $\nabla\cdot\mathbf g=0$, and $\mathbf g\cdot\mathbf n=0$ on the insulated boundaries. Expanding the square gives

$$
\int\frac{|\mathbf j+\mathbf g|^2}{k}dA
=\int\frac{|\mathbf j|^2}{k}dA+2\int\frac{\mathbf j\cdot\mathbf g}{k}dA+\int\frac{|\mathbf g|^2}{k}dA .
$$

The middle term is

$$
-2\int\nabla T\cdot\mathbf g\,dA=-2\oint T\,\mathbf g\cdot\mathbf n\,ds+2\int T\,\nabla\cdot\mathbf g\,dA=0 .
$$

The last term cannot be negative. The true flux therefore minimises the integral, and any admissible trial flux gives an upper bound on $R'$.

Now replace $k_1$ by $k_2=k_1/r$ in some region, with $r>1$. Let $f_1$ be that region's share of $R'_1$ before replacement and $f_2$ its share of $R'_2$ afterwards. Use the old flux as a trial flux in the new structure. Its contribution from the replaced region is multiplied by $r$, and the rest is unchanged:

$$
R'_2\le rf_1R'_1+(1-f_1)R'_1=R'_1\,[1+f_1(r-1)] .
$$

Conversely, use the new flux as a trial flux in the old structure. The contribution from the replaced region is now divided by $r$:

$$
R'_1\le \frac{f_2}{r}R'_2+(1-f_2)R'_2=R'_2\left[1-f_2\left(1-\frac1r\right)\right].
$$

Together these give

$$
\frac{1}{1-f_2(1-1/r)}\ \le\ \frac{R'_2}{R'_1}\ \le\ 1+f_1(r-1).
$$

When both shares approach one, both bounds approach $r$. When both approach zero, both bounds approach one and the replacement has no effect.

The upper bound shows what a small remaining resistance costs. Dividing it by $r$ gives

$$
\frac{R'_2}{rR'_1}\le1-(1-f_1)\left(1-\frac1r\right).
$$

For $r=14/3$ the last bracket is $11/14\approx0.79$. If a tenth of the resistance in the oxide structure lies elsewhere, the ratio lies below $14/3$ by at least $0.1\times11/14$, or about 7.9%. The loss can be larger. Suppose that heat reaches the sink by two separate paths side by side, and that the path carrying a tenth of it is not replaced. The conductances of the paths add, so the ratio is $1/(0.9/r+0.1)\approx3.4$, about 27% below $14/3$.

### Layers in series

If the heat has no freedom to rearrange, as in flat layers crossed by a uniform flux, the result is an equality. Write $R'_1=R_d+R_s$, where $R_d$ belongs to the dielectric and $R_s$ to everything else. Then $R'_2=rR_d+R_s$, and with $f_1=R_d/(R_d+R_s)$,

$$
\frac{R'_2}{R'_1}=\frac{rR_d+R_s}{R_d+R_s}=1+f_1(r-1).
$$

As an example, place a film of 200 nm and conductivity 4.2 W/(m K) between the sink and 600 nm of oxide, with a metal sheet 200 nm thick covering the full width above. The resistances times area of oxide and film are in the proportion

$$
\frac{600}{1.4}:\frac{200}{4.2}\approx429:48 ,
$$

so the oxide holds a share of 0.90, the metal's own resistance being negligible. The ratio is $1+0.90\times3.67\approx4.3$ instead of 4.7.

## Worked example

The $200\times200$ nm line has 600 nm of dielectric below it and 200 nm above it, with an insulated top surface. These are round model parameters, as are the metal's thermal conductivity $k_m=300$ W/(m K), its resistivity $\rho_0=3\times10^{-8}$ Ω m at the sink temperature, and $J=10^{11}$ A/m². For this resistivity the Wiedemann–Franz law would give a thermal conductivity of about 240 W/(m K) at 300 K. The difference hardly affects the cross-section results, but it would make the lengths $L$ in the section on short lines about 10% shorter. With $A=4\times10^{-14}$ m², the current is 4 mA and

$$
P'=(3\times10^{-8})(10^{11})^2(4\times10^{-14})=12\ \text{W/m}.
$$

The resistance was found with a finite-volume method. The cross-section is divided into square cells of side 10 nm, each with one temperature. Heat flow between neighbours is their temperature difference divided by the two half-cell resistances in series, and the heat balance of every cell gives a set of linear equations. By symmetry half the cross-section suffices; it extends 3000 nm from the line's centre to an insulated side.

### All dielectric replaced

The results are $R'_1=0.342$ m K/W in oxide and $R'_2=1.596$ m K/W in low-k material. The oxide value corresponds to $S=1/(k_1R'_1)\approx2.09$; cells of half the size change this by about 0.1%. On fully refined meshes both resistances are about 0.2% lower ($R'_2\approx1.593$ m K/W), while their ratio is unchanged to the digits given.

The column estimate of 2.1 m K/W was about six times too large. The minimum principle explains its sign: confined flow is an admissible trial flux, so it overestimates the resistance. Strictly, the column also includes the metal. There the downward flux grows linearly from zero at the top of the line to $P'/w$ at its bottom, which adds $h/(3k_mw)\approx0.001$ m K/W.

The ratio of the computed resistances is 4.664, against $r=4.667$. The dielectric holds a share $f_1=0.9993$ of the resistance in oxide, and the metal's interior holds the rest. The upper bound is $1+0.99927\times3.6667=4.664$, and the lower bound agrees with it to the digits given. In this model, which has an ideal sink and no thermal resistance at the interfaces, "dominates" is an excellent description. Real structures are less ideal: a silicon substrate 500 µm thick, of conductivity 150 W/(m K) and cooled at its back, lowers the ratio for this isolated line to about 4.5, and an interface resistance of $10^{-8}$ m² K/W around the line lowers it further to roughly 4.4.

Without resistivity feedback the rises are

$$
\theta_1=12\times0.342\approx4.1\ \text{K},\qquad
\theta_2=12\times1.596\approx19.2\ \text{K}.
$$

### Oxide kept below the line

Suppose instead that low-k material fills the space beside and above the line, while oxide remains everywhere below the plane of the line's bottom. The ratio computed with 10 nm cells is then 1.49; on refined meshes it settles at about 1.48. The replaced region held a share $f_1=0.34$ before and holds $f_2=0.17$ afterwards, so the bounds are 1.16 and 2.25. They are far apart because the heat finds another route.

The shares show how strongly it does so. In units of the original $R'_1$, the contribution of the replaced region changes from 0.34 to $0.171\times1.488\approx0.25$, although its resistivity has grown by 4.67. The integral of $|\mathbf j|^2$ over that region has therefore fallen to

$$
\frac{0.25}{0.34\times4.67}\approx0.16
$$

of its former value. The root-mean-square flux in the replaced region is thus down to about $\sqrt{0.16}=0.4$ of its former value. The contribution of everything else has risen from 0.66 to $0.829\times1.488\approx1.23$. The underside of the line carries about a third of the heat before the replacement and about two thirds after it. Less heat leaves through the sides and top of the line, and correspondingly more through its underside into the oxide. The factor 4.7 must not be applied when the low-k material occupies only the wiring level. The value 1.49 holds for an isolated line; in an array of equally heated lines it is smaller still, about 1.13 at 800 nm pitch and 1.03 at 400 nm pitch.

## Fixed current and resistivity feedback

A hotter metal line has a higher resistivity. Over a limited range take $\rho=\rho_0(1+\beta\Delta T)$ with $\beta=0.003$ K⁻¹. One temperature for the whole line is adequate here, since temperature differences inside the metal are about 0.01 K in the example, below the scale $P'/k_m=0.04$ K.

At fixed current the heat is $P'=\rho_0J^2A(1+\beta\Delta T)$. With $\theta=\rho_0J^2AR'$, the rise without feedback,

$$
\Delta T=\theta(1+\beta\Delta T)
\quad\Longrightarrow\quad
\Delta T(1-\beta\theta)=\theta
\quad\Longrightarrow\quad
\Delta T=\frac{\theta}{1-\beta\theta}.
$$

Because $\theta_2/\theta_1\approx r$, the ratio at fixed current is

$$
\frac{\Delta T_2}{\Delta T_1}\approx r\,\frac{1-\beta\theta_1}{1-\beta\theta_2},
$$

which exceeds $r$ since $\theta_2>\theta_1$. In the example $\beta\theta_1=0.0123$ and $\beta\theta_2=0.0574$, so

$$
\Delta T_1=\frac{4.11}{0.9877}\approx4.2\ \text{K},\qquad
\Delta T_2=\frac{19.15}{0.9426}\approx20.3\ \text{K}.
$$

The ratio becomes 4.9. Feedback adds about 5% to the simple factor at this current density, and more at higher ones. The value $10^{11}$ A/m² is well above the steady current densities that electromigration usually permits in long lines; at $10^{10}$ A/m² the rises are a hundred times smaller and the feedback is negligible.

For $\beta\theta\ge1$ there is no steady state in this model. The rise that the heat would sustain, $\theta+\beta\theta\Delta T$, then exceeds $\Delta T$ for every $\Delta T\ge0$, so the line keeps warming. The limit $\beta\theta=1$ corresponds to

$$
J_{\rm run}=\frac{1}{\sqrt{\beta\rho_0AR'}},
$$

or $9.0\times10^{11}$ A/m² in oxide and $4.2\times10^{11}$ A/m² in low-k material. These are formal limits, not safe operating values. Already at $\beta\theta=1/2$ the rise is $1/\beta\approx333$ K, where constant material parameters are doubtful.

### Current at equal temperature rise

Suppose now that the permitted rise is fixed instead of the current. Solving $\Delta T=\rho_0(1+\beta\Delta T)J^2AR'$ for $J$ gives

$$
J=\sqrt{\frac{\Delta T}{\rho_0(1+\beta\Delta T)AR'}} .
$$

At equal $\Delta T$ the feedback factor is the same for both dielectrics and cancels:

$$
\frac{J_2}{J_1}=\sqrt{\frac{R'_1}{R'_2}}\approx\sqrt{\frac{k_2}{k_1}}=\sqrt{\frac{0.3}{1.4}}\approx0.463 .
$$

In the example, the low-k line at $4.6\times10^{10}$ A/m² is as warm as the oxide line at $10^{11}$ A/m², about 4.2 K above the sink.

## Short lines: a second limit

The argument assumed a long line. Let $x$ run along the line, and let ideal contacts hold its ends at $T=0$. If the temperature varies slowly along $x$ compared with the width over which heat spreads in the dielectric, the loss per length is $T/R'$. Heat balance for a short piece gives, without feedback,

$$
k_mA\frac{d^2T}{dx^2}-\frac{T}{R'}+P'=0 .
$$

Define $L=\sqrt{k_mAR'}$. For a line from $-\ell/2$ to $\ell/2$, the even solution that vanishes at the ends is

$$
T(x)=P'R'\left[1-\frac{\cosh(x/L)}{\cosh(\ell/2L)}\right].
$$

For $\ell\gg L$ the midpoint reaches $P'R'$, and the factor $r$ applies. For $\ell\ll L$, use $1-1/\cosh z\approx z^2/2$ with $z=\ell/2L$:

$$
T(0)\approx P'R'\,\frac{\ell^2}{8L^2}=\frac{P'\ell^2}{8k_mA}.
$$

The dielectric has dropped out: heat leaves through the ends, and the ratio tends to one. In the example $L_1=\sqrt{300\times4\times10^{-14}\times0.342}\ \text{m}\approx2.0$ µm in oxide, and the same formula gives $L_2\approx4.4$ µm in low-k material. The longer of the two decides whether a line is long enough for the simple factor. In the example the ratio of midpoint rises is only about 2.4 for $\ell=10$ µm, 3.8 for 20 µm and 4.6 for 40 µm, so a length of roughly $10L_2$ is needed.

## Comparison

| Situation | Ratio of temperature rises |
|---|---:|
| Envelope estimate, $k_1/k_2$ | 4.67 |
| All dielectric replaced, fixed heat | 4.66 |
| Same, fixed current with feedback | 4.89 |
| Series stack, 90% of resistance in oxide | 4.30 |
| Oxide kept below the line | 1.49 |

The first three rows differ by a few percent, so the envelope estimate serves well for a long line at modest temperature rise (about 20 K or less in the low-k material; at 100 K, feedback with the same $\beta$ would raise the ratio to about 5.8), provided that all the dielectric around the line and down to the sink is replaced and that it holds nearly all the thermal resistance. The last row is a different matter: for the isolated line the estimate fails there by a factor of three, because the whole oxide layer below the plane of the line's bottom, which held about two thirds of the original resistance, was left in place. Before using $k_1/k_2$, one should therefore ask whether any material or interface that is not replaced holds a noticeable share of the resistance.
